# When a fine laminate homogenises inside the spinodal: a numerical check

```python
"""Decay of a composition laminate inside the spinodal.

Result under test: for energy density f(c) + K (dc/dx)^2, a weak
modulation of period L decays when L < Lc = 2 pi sqrt(2K/A), A = -f''(c0).
The uniform film that remains is still unstable to longer waves.

c: Al fraction of the cations; c0: its mean; n: cations per nm^3
omega: regular-solution interaction energy per cation (eV)
K: gradient coefficient (eV/nm); M: mobility (nm^5/(eV s))
q: wave number (1/nm); energies per area are in eV/nm^2
Material parameters are rough model values for rocksalt Ti-Al nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

T = 1173.0
kT = const.k * T / const.e
n = 55.0
omega = 0.70
K = 0.60
c0 = 0.5
tracer_D = 1.0e-3
plane = 0.21
period = 0.63
long_period = 2.10
amplitude = 0.05
M = tracer_D * c0 * (1 - c0) / (n * kT)


def f(c):
    mixing = c * np.log(c) + (1 - c) * np.log(1 - c)
    return n * (omega * c * (1 - c) + kT * mixing)


def f1(c):
    return n * (omega * (1 - 2 * c) + kT * np.log(c / (1 - c)))


def f2(c):
    return n * (kT / (c * (1 - c)) - 2 * omega)


def wave_numbers(N, L):
    return 2 * np.pi * np.arange(N // 2 + 1) / L


def energy(c, L):
    """Energy per area of one periodic box, by quadrature."""
    N = len(c)
    ck = 1j * wave_numbers(N, L) * np.fft.rfft(c)
    ck[-1] = 0
    slope = np.fft.irfft(ck, N)
    return L * np.mean(f(c) + K * slope**2)


def evolve(c_start, L, times):
    """Integrate the full nonlinear diffusion equation."""
    N = len(c_start)
    q2 = wave_numbers(N, L)**2

    def rhs(t, c):
        mu_k = np.fft.rfft(f1(c)) + 2 * K * q2 * np.fft.rfft(c)
        return np.fft.irfft(-M * q2 * mu_k, N)

    sol = solve_ivp(rhs, (0, times[-1]), c_start, method="BDF",
                    t_eval=times, rtol=1e-7, atol=1e-10)
    assert sol.success
    return sol.y.T


def critical_period(A):
    return 2 * np.pi * np.sqrt(2 * K / A)


A = -f2(c0)
Lc = critical_period(A)
qc = 2 * np.pi / Lc


def rate(q):
    return M * q**2 * (A - 2 * K * q**2)


# Chemical potential: differentiate the energy site by site.
N = 64
x = np.arange(N) * period / N
q = 2 * np.pi / period
c = c0 + 0.2 * np.cos(q * x) + 0.05 * np.sin(2 * q * x)
c_xx = -q**2 * (0.2 * np.cos(q * x) + 0.2 * np.sin(2 * q * x))
mu_formula = f1(c) - 2 * K * c_xx
mu_numeric = np.empty(N)
step = 1e-5
for i in range(N):
    bump = np.zeros(N)
    bump[i] = step
    difference = energy(c + bump, period) - energy(c - bump, period)
    mu_numeric[i] = difference / (2 * step * period / N)
assert np.allclose(mu_numeric, mu_formula, rtol=1e-5, atol=1e-4)


# Critical period: where the energy curvature of a cosine changes sign.
def cosine_curvature(L, mean=c0, h=1e-3):
    wave = h * np.cos(2 * np.pi * np.arange(64) / 64)
    base = np.full(64, mean)
    total = energy(base + wave, L) + energy(base - wave, L)
    return (total - 2 * energy(base, L)) / (h**2 * L)


Lc_numeric = brentq(cosine_curvature, 0.3, 3.0)
assert abs(Lc_numeric / Lc - 1) < 1e-4
expected = (2 * K * q**2 - A) / 2
assert abs(cosine_curvature(period) / expected - 1) < 1e-4

# Ten laminate periods, with a weak longer wave added.
box = 10 * period
N = 96
x = np.arange(N) * box / N
seed = 1e-3
start = (c0 + amplitude * np.cos(2 * np.pi * x / period)
         + seed * np.cos(2 * np.pi * x / long_period))
times = np.array([0.0, 2.0, 5.0, 10.0])
history = evolve(start, box, times)
modes = 2 * np.abs(np.fft.rfft(history, axis=1)) / N
rate_short = np.log(modes[-1, 10] / modes[0, 10]) / times[-1]
rate_long = np.log(modes[-1, 3] / modes[0, 3]) / times[-1]
R_short = rate(2 * np.pi / period)
R_long = rate(2 * np.pi / long_period)
assert R_short < 0 < R_long
assert abs(rate_short / R_short - 1) < 0.01
assert abs(rate_long / R_long - 1) < 0.01
energies = [energy(row, box) for row in history]
assert np.all(np.diff(energies) < 0)

# Large amplitude at equal mean fractions: test the decay bound.
N = 32
phase = 2 * np.pi * np.arange(N) / N
strong = c0 + 0.40 * np.cos(phase) + 0.06 * np.cos(2 * phase)
strong_times = np.array([0.0, 2.0, 5.0, 8.0])
strong_history = evolve(strong, period, strong_times)
uk = np.fft.rfft(strong_history, axis=1)[:, 1:]
norm = np.sqrt(np.sum(np.abs(uk / wave_numbers(N, period)[1:])**2, axis=1))
strong_ratio = norm / norm[0]
strong_bound = np.exp(R_short * strong_times)
assert np.all(strong_ratio <= strong_bound * (1 + 1e-4))

# Maximum bound for zero-mean periodic profiles, and its sharp case.
rng = np.random.default_rng(7)
grid = np.linspace(0, 1, 2001)
for trial in range(20):
    u = np.zeros_like(grid)
    du = np.zeros_like(grid)
    for m in range(1, 7):
        a, b = rng.normal(size=2) / m**2
        w = 2 * np.pi * m
        u += a * np.cos(w * grid) + b * np.sin(w * grid)
        du += w * (b * np.cos(w * grid) - a * np.sin(w * grid))
    assert np.max(u**2) <= np.trapezoid(du**2, grid) / 12 * (1 + 1e-6) \
        if hasattr(np, "trapezoid") else \
        np.max(u**2) <= np.trapz(du**2, grid) / 12 * (1 + 1e-6)
parabola = grid**2 - grid + 1 / 6
slope_sq = np.mean((2 * (grid[:-1] + grid[1:]) / 2 - 1)**2)
assert abs(np.max(parabola**2) / (slope_sq / 12) - 1) < 1e-5

# Near the spinodal edge a strong modulation can beat the uniform film.
edge_mean = 0.081
spinodal = brentq(f2, 0.01, 0.4)
assert spinodal < edge_mean
edge_Lc = critical_period(-f2(edge_mean))
edge_L = 0.9 * edge_Lc
N = 256
x = (np.arange(N) / N - 0.5) * edge_L
pulse = np.exp(-x**2 / (2 * 0.21**2))
pulse_base = 0.015
pulse_height = (edge_mean - pulse_base) / np.mean(pulse)
peaked = pulse_base + pulse_height * pulse
assert 0 < peaked.min() and peaked.max() < 1
uniform = np.full(N, edge_mean)
energy_gap = energy(peaked, edge_L) - energy(uniform, edge_L)
assert energy_gap < 0
assert cosine_curvature(edge_L, edge_mean) > 0

# Fastest-growing wave, found by direct maximisation.
best = minimize_scalar(lambda k: -rate(k), bounds=(0.1, qc),
                       method="bounded", options={"xatol": 1e-9})
fast_period = np.sqrt(2) * Lc
R_fast = M * A**2 / (8 * K)
assert abs(2 * np.pi / best.x / fast_period - 1) < 1e-5
assert abs(-best.fun / R_fast - 1) < 1e-8
time_1pct = np.log(100) / -R_short
fast_gain = np.exp(R_fast * time_1pct)


# Discrete cation planes.
def lattice_period(drive):
    return 2 * np.pi * plane / np.arccos(1 - drive * plane**2 / (4 * K))


L_lattice = lattice_period(A)


def layer_energy(c):
    return np.mean(f(c) + K * (np.roll(c, -1) - c)**2 / plane**2)


for count in (3, 4, 5, 6):
    wave = 1e-3 * np.cos(2 * np.pi * np.arange(count) / count)
    flat = np.full(count, c0)
    rise = (layer_energy(flat + wave) + layer_energy(flat - wave)
            - 2 * layer_energy(flat))
    assert (rise > 0) == (count * plane < L_lattice)

# Bond model of K: the twelve nearest cations of an fcc lattice.
bond = np.sqrt(2) * plane
K_bond = n * omega * bond**2 / 6
vectors = [(i, j, k) for i in (-1, 0, 1) for j in (-1, 0, 1)
           for k in (-1, 0, 1) if i * i + j * j + k * k == 2]
assert len(vectors) == 12
K_sum = n * sum(omega / 12 * (v[2] * plane)**2 for v in vectors) / 2
assert abs(K_sum / K_bond - 1) < 1e-12

# Coherent strain: relax the normal strain at fixed in-plane strain.
C11, C12 = 600.0, 130.0
misfit = 0.03
Y = C11 + C12 - 2 * C12**2 / C11


def elastic(ez, e=1.0):
    return C11 * (2 * e**2 + ez**2) / 2 + C12 * (e**2 + 2 * e * ez)


relaxed = minimize_scalar(elastic)
assert abs(relaxed.fun / Y - 1) < 1e-8
gpa_to_ev = 1e9 * 1e-27 / const.e
strain_term = 2 * misfit**2 * Y * gpa_to_ev
assert strain_term < A
L_strain = critical_period(A - strain_term)
L_both = lattice_period(A - strain_term)
assert period < min(Lc, L_lattice, L_strain, L_both)

# Long-wave noise of a random alloy, checked on an explicit lattice.
noise = np.sqrt(c0 * (1 - c0) * qc**3 / (6 * np.pi**2 * n))
side = 48
spacing = n**(-1 / 3)
sites = (rng.random((side, side, side)) < c0).astype(float) - c0
k1 = 2 * np.pi * np.fft.fftfreq(side, spacing)
k_sq = (k1[:, None, None]**2 + k1[None, :, None]**2
        + k1[None, None, :]**2)
site_k = np.fft.fftn(sites)
site_k[0, 0, 0] = 0
smooth = np.fft.ifftn(np.where(k_sq < qc**2, site_k, 0)).real
noise_numeric = np.std(smooth)
assert abs(noise_numeric / noise - 1) < 0.04

A_larger = n * (2 * 1.2 * omega - 4 * kT)
L_larger = critical_period(A_larger)
L_bond = 2 * np.pi * np.sqrt(2 * K_bond / A)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Anneal temperature", T, "K")
show("Thermal energy kT", kT, "eV")
show("Cation density n", n, "nm^-3")
show("Interaction energy omega", omega, "eV")
show("Gradient coefficient K", K, "eV/nm")
show("Mean Al fraction", c0)
show("Tracer diffusivity", tracer_D, "nm^2/s")
show("Mobility M", M, "nm^5/(eV s)")
show("Model critical temperature", omega * const.e / (2 * const.k), "K")
show("Lower spinodal Al fraction", spinodal)
show("A = -f'' at the mean", A, "eV/nm^3")
show("Critical period, formula", Lc, "nm")
show("Critical period, from energy", Lc_numeric, "nm")
show("Critical wave number", qc, "1/nm")
show("Laminate period", period, "nm")
show("Laminate starting amplitude", amplitude)
show("Laminate rate, formula", R_short, "1/s")
show("Laminate rate, simulation", rate_short, "1/s")
show("Laminate amplitude after 10 s", modes[-1, 10])
show("Longer wave period", long_period, "nm")
show("Longer wave starting amplitude", seed)
show("Longer wave rate, formula", R_long, "1/s")
show("Longer wave rate, simulation", rate_long, "1/s")
show("Time for laminate to reach 1%", time_1pct, "s")
show("Fastest wave period", fast_period, "nm")
show("Fastest wave rate", R_fast, "1/s")
show("Fastest wave gain in the 1% time", fast_gain)
show("Depth-stable thickness limit", Lc / 2, "nm")
show("Strong laminate norm ratio at 8 s", strong_ratio[-1])
show("Upper bound on that ratio", strong_bound[-1])
show("Edge case mean Al fraction", edge_mean)
show("Edge case critical period", edge_Lc, "nm")
show("Edge case period used", edge_L, "nm")
show("Edge case peak Al fraction", peaked.max())
show("Peaked minus uniform energy", energy_gap, "eV/nm^2")
show("Cation plane spacing", plane, "nm")
show("Critical period, discrete planes", L_lattice, "nm")
show("Misfit strain per unit fraction", misfit)
show("Elastic constant C11", C11, "GPa")
show("Elastic constant C12", C12, "GPa")
show("Layer modulus Y", Y, "GPa")
show("Strain term added to f''", strain_term, "eV/nm^3")
show("Critical period with strain", L_strain, "nm")
show("Critical period, strain and planes", L_both, "nm")
show("K from bond model", K_bond, "eV/nm")
show("Critical period with bond-model K", L_bond, "nm")
show("Critical period, omega 20% larger", L_larger, "nm")
show("Random-alloy rms noise, formula", noise)
show("Random-alloy rms noise, lattice", noise_numeric)
print("finished without a failed check")
```

Output:

```
Anneal temperature: 1173 K
Thermal energy kT: 0.1011 eV
Cation density n: 55 nm^-3
Interaction energy omega: 0.7 eV
Gradient coefficient K: 0.6 eV/nm
Mean Al fraction: 0.5
Tracer diffusivity: 0.001 nm^2/s
Mobility M: 4.497e-05 nm^5/(eV s)
Model critical temperature: 4062 K
Lower spinodal Al fraction: 0.07834
A = -f'' at the mean: 54.76 eV/nm^3
Critical period, formula: 0.9301 nm
Critical period, from energy: 0.9301 nm
Critical wave number: 6.755 1/nm
Laminate period: 0.63 nm
Laminate starting amplitude: 0.05
Laminate rate, formula: -0.2889 1/s
Laminate rate, simulation: -0.289 1/s
Laminate amplitude after 10 s: 0.002779
Longer wave period: 2.1 nm
Longer wave starting amplitude: 0.001
Longer wave rate, formula: 0.01772 1/s
Longer wave rate, simulation: 0.01771 1/s
Time for laminate to reach 1%: 15.94 s
Fastest wave period: 1.315 nm
Fastest wave rate: 0.02809 1/s
Fastest wave gain in the 1% time: 1.565
Depth-stable thickness limit: 0.4651 nm
Strong laminate norm ratio at 8 s: 0.09568
Upper bound on that ratio: 0.09911
Edge case mean Al fraction: 0.081
Edge case critical period: 4.524 nm
Edge case period used: 4.071 nm
Edge case peak Al fraction: 0.5255
Peaked minus uniform energy: -0.3435 eV/nm^2
Cation plane spacing: 0.21 nm
Critical period, discrete planes: 0.8367 nm
Misfit strain per unit fraction: 0.03
Elastic constant C11: 600 GPa
Elastic constant C12: 130 GPa
Layer modulus Y: 673.7 GPa
Strain term added to f'': 7.568 eV/nm^3
Critical period with strain: 1.002 nm
Critical period, strain and planes: 0.9178 nm
K from bond model: 0.566 eV/nm
Critical period with bond-model K: 0.9033 nm
Critical period, omega 20% larger: 0.8217 nm
Random-alloy rms noise, formula: 0.1538
Random-alloy rms noise, lattice: 0.1535
finished without a failed check
```
